# Quantum muon on a grid: when zero-point energy changes the site: a numerical check

```python
# Muon Schroedinger equation [-lap/(2m) + V(r)] psi = E psi on a 3D sinc grid, host clamped
# (double adiabatic approximation). Hartree atomic units. Results under test:
#  * adiabatic bounds E_BO <= E_exact <= E_BH for light x (mass m) and heavy Q (mass M);
#  * reordering: wells -D exp(-r^2/2s^2), A deep/narrow, B shallow/wide, distance d;
#    E = -D + 3w/2 - 15/(32 m s^2) - 25/(512 m^2 s^4 w) + ..., w = sqrt(D/(m s^2));
#  * merging: cage V = -k r^2/2 + b r^4 + c(x^4+y^4+z^4); at the cubic centre
#    psi''/psi = (2m/3)(V(0)-E0) in any direction, and dE0/dm = -<T>/m.
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants as pc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.sparse.linalg import eigsh, LinearOperator
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.ndimage import maximum_filter

m_mu = pc['muon-electron mass ratio'][0]
m_p = pc['proton-electron mass ratio'][0]
amu = pc['atomic mass constant'][0] / pc['electron mass'][0]
eV = pc['Hartree energy in eV'][0]
rng = np.random.default_rng(1)

def kin(n, h, m):
    d = np.arange(n)[:, None] - np.arange(n)
    T = (-1.0) ** d / (m * h * h * np.where(d == 0, 1, d) ** 2)
    np.fill_diagonal(T, np.pi ** 2 / (6 * m * h * h))
    return T

def folded(n, h, m, parity=1):
    T = kin(2 * n, h, m)
    return T[n:, n:] + parity * T[n:, n - 1::-1]

def solve(Tx, Ty, Tz, V, k=1):
    def mv(v):
        p = v.reshape(V.shape)
        return (V * p + np.tensordot(Tx, p, (1, 0)) + Ty @ p + p @ Tz).ravel()
    v0 = np.exp(-(V - V.min()).ravel() / 0.03) * (1 + 0.3 * rng.random(V.size))
    E, U = eigsh(LinearOperator((V.size, V.size), matvec=mv, dtype=float), k=k,
                 which='SA', v0=v0, ncv=30, tol=1e-12)
    o = np.argsort(E)
    return E[o], [(U[:, i] * np.sign(U[:, i].sum())).reshape(V.shape) for i in o]

def hessian(f, p, h=1e-3):
    I = np.eye(3) * h
    return np.array([[(f(p + a + b) - f(p + a - b) - f(p - a + b) + f(p - a - b)) / (4 * h * h)
                      for b in I] for a in I])

def classical_site(f, start, m):
    r = minimize(f, np.array(start, float), method='BFGS', options={'gtol': 1e-8})
    curv = np.linalg.eigvalsh(hessian(f, r.x))
    return r.x, r.fun, 0.5 * np.sqrt(curv / m).sum(), curv

print(f"m_mu = {m_mu:.4f} m_e, m_p = {m_p:.4f} m_e, 1 Ha = {eV:.4f} eV")

# ---- adiabatic separation, light x and heavy Q
kx, KQ, M = 0.1, 0.2, 20 * amu
def adiabatic(g):
    x, Q = np.linspace(-3, 3, 41), np.linspace(-0.75, 0.75, 31)
    v = lambda q: 0.5 * kx * (x - q) ** 2 + 0.5 * KQ * q * q + g * x ** 4
    Tx, TQ = kin(41, x[1] - x[0], m_mu), kin(31, Q[1] - Q[0], M)
    H = np.kron(Tx, np.eye(31)) + np.kron(np.eye(41), TQ)
    H += np.diag(np.array([v(q) for q in Q]).T.ravel())
    exact = eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]
    def light(q):
        e, u = eigh(Tx + np.diag(v(q)))
        return e[0], u[:, 0] * np.sign(u[:, 0].sum())
    surf = np.array([light(q)[0] for q in Q])
    diag = np.array([np.sum(((light(q + 1e-3)[1] - light(q - 1e-3)[1]) / 2e-3) ** 2) for q in Q]) / (2 * M)
    return eigh(TQ + np.diag(surf))[0][0], exact, eigh(TQ + np.diag(surf + diag))[0][0]
w, W = np.sqrt(kx / m_mu), np.sqrt(KQ / M)
print(f"adiabatic model: k = {kx}, K = {KQ} Ha/bohr^2, M = 20 u = {M:.1f} m_e")
print(f"  omega = {w:.6f} Ha, Omega = {W:.6f} Ha, m/2M = {m_mu/(2*M):.5f}")
for g in (0.0, 0.01):
    bo, ex, bh = adiabatic(g)
    assert bo + 1e-7 < ex < bh - 1e-7
    if g == 0:
        assert abs(ex - 0.5 * np.sqrt((w + W) ** 2 + kx / M)) < 1e-8
        assert abs(bo - 0.5 * (w + W)) < 1e-8 and abs(bh - bo - m_mu * w / (4 * M)) < 1e-8
    print(f"  g = {g} Ha/bohr^4: BO {bo:.8f}, full 2D {ex:.8f}, BH {bh:.8f} Ha")

# ---- reordering of two Gaussian wells
DA, sA, DB0, sB, dist = 0.120, 1.0, 0.110, 1.5, 6.0
def radial(D, s, m, rmax=8.0):
    out = []
    for n in (3000, 6000):
        h = rmax / n
        r = h * np.arange(1, n)
        e, u = eigh_tridiagonal(1 / (m * h * h) - D * np.exp(-r * r / (2 * s * s)),
                                np.full(n - 2, -0.5 / (m * h * h)), select='i', select_range=(0, 0))
        out.append(e[0])
    return (4 * out[1] - out[0]) / 3, r, u[:, 0] ** 2
def series(D, s, m):
    om = np.sqrt(D / (m * s * s))
    return [-D, 1.5 * om, -15 / (32 * m * s * s), -25 / (512 * m * m * s ** 4 * om)]
def tail(r, rho, D, s):
    a = r * dist / s ** 2
    return -D * np.sum(rho * np.exp(-(r * r + dist ** 2) / (2 * s * s)) * np.sinh(a) / a)
def Vtwo(x, y, z, DB):
    return (-DA * np.exp(-((x + dist / 2) ** 2 + y * y + z * z) / (2 * sA ** 2))
            - DB * np.exp(-((x - dist / 2) ** 2 + y * y + z * z) / (2 * sB ** 2)))
def two_wells(m, DB, h=0.25, xlo=-6.0, nx=52, ny=14):
    x, y = xlo + h * np.arange(nx), (np.arange(ny) + 0.5) * h
    Ty = folded(ny, h, m)
    E, U = solve(kin(nx, h, m), Ty, Ty, Vtwo(*np.meshgrid(x, y, y, indexing='ij'), DB), k=2)
    xs = minimize_scalar(lambda t: -Vtwo(t, 0, 0, DB), bounds=(-2.5, 2.5), method='bounded').x
    wA = np.array([np.sum(u[x < xs] ** 2) for u in U])
    assert wA.max() > 0.9999 and wA.min() < 1e-4
    return E[wA.argmax()], E[wA.argmin()], xs

heavy = 20000.0
t = series(DA, sA, heavy)
ratio = (radial(DA, sA, heavy, 3.0)[0] - sum(t[:3])) / t[3]
assert abs(ratio - 1) < 0.05   # next order is relatively O(1/(m s^2 w)) = 0.02
print(f"wells: D_A = {DA}, D_B = {DB0} Ha, s_A = {sA}, s_B = {sB}, d = {dist} bohr")
print(f"  second-order residual / formula at m = {heavy:.0f} m_e: {ratio:.4f}")
for name, D, s in (("A", DA, sA), ("B", DB0, sB)):
    t, er = series(D, s, m_mu), radial(D, s, m_mu)[0]
    assert abs(er - sum(t)) < 2e-5
    print(f"  muon {name} terms: {t[1]:.6f} {t[2]:.6f} {t[3]:.6f} Ha")
    print(f"    series sum {sum(t):.6f}, radial {er:.6f} Ha")
res = {}
for name, m, DB, grid in (("muon", m_mu, DB0, {}), ("muon2", m_mu, 0.107, {}),
                          ("proton", m_p, DB0, dict(h=0.15, xlo=-5.0, nx=69, ny=15))):
    EA, EB, xs = two_wells(m, DB, **grid)
    ea, r, rho = radial(DA, sA, m); tA = tail(r, rho, DB, sB)
    eb, r, rho = radial(DB, sB, m); tB = tail(r, rho, DA, sA)
    assert abs(EA - ea - tA) < 1e-6 and abs(EB - eb - tB) < 1e-6
    f = lambda p: Vtwo(*p, DB)
    _, VA, zA, _ = classical_site(f, (-2.9, 0.1, 0.1), m)
    _, VB, zB, _ = classical_site(f, (2.9, 0.1, 0.1), m)
    assert VA < VB
    res[name] = (EA - EB, VA + zA - VB - zB)
    print(f"{name[:6].rstrip('2')}, D_B = {DB} Ha: V_A {VA:.6f}, V_B {VB:.6f}, saddle {Vtwo(xs,0,0,DB):.6f} Ha")
    print(f"  harmonic ZPE A {zA:.6f}, B {zB:.6f}; grid ZPE A {EA-VA:.6f}, B {EB-VB:.6f} Ha")
    print(f"  grid E_A {EA:.6f}, E_B {EB:.6f}, tail shift of A {tA:.2e} Ha")
    print(f"  A minus B: classical {(VA-VB)*eV*1e3:.1f}, harmonic {res[name][1]*eV*1e3:.1f}, grid {(EA-EB)*eV*1e3:.1f} meV")
assert res["muon"][0] > 0 and res["proton"][0] < 0
assert res["muon2"][1] > 0 and res["muon2"][0] < 0
m_cross = brentq(lambda m: radial(DA, sA, m)[0] - radial(DB0, sB, m)[0], 200, 600, xtol=1e-4)
m_harm = (1.5 * (np.sqrt(DA) / sA - np.sqrt(DB0) / sB) / (DA - DB0)) ** 2
m_ser = brentq(lambda m: sum(series(DA, sA, m)) - sum(series(DB0, sB, m)), 200, 600)
assert m_cross < m_harm - 20 and abs(m_ser - m_cross) < 1.0
lo, hi = two_wells(0.9 * m_cross, DB0), two_wells(1.1 * m_cross, DB0)
assert lo[0] > lo[1] and hi[0] < hi[1]
print(f"crossing mass, isolated wells: harmonic {m_harm:.1f}, series {m_ser:.1f}, radial {m_cross:.1f} m_e")

# ---- merging in a cubic cage
b, c = 0.004, 0.008
def Vcage(x, y, z, k):
    r2 = x * x + y * y + z * z
    return -0.5 * k * r2 + b * r2 * r2 + c * (x ** 4 + y ** 4 + z ** 4)
def cage(m, k, h=0.2, n=15, px=1, cap=np.inf):
    x = (np.arange(n) + 0.5) * h
    V = Vcage(*np.meshgrid(x, x, x, indexing='ij'), k)
    T = folded(n, h, m)
    E, U = solve(folded(n, h, m, px), T, T, np.minimum(V, cap))
    def psi(p):
        fx, fy, fz = [np.sinc((q - x) / h) + np.sinc((q + x) / h) for q in p]
        return fx @ (U[0] @ fz) @ fy
    return E[0], U[0], V, psi, x
def oscillator_basis(m, k, nb=14):
    mw = 5.0 * (m / m_mu) ** (1 / 3)
    a = np.diag(np.sqrt(np.arange(1, 2 * nb + 6.0)), 1)
    X = (a + a.T) / np.sqrt(2 * mw)
    X2, P2 = X @ X, -0.5 * mw * (a.T - a) @ (a.T - a)
    ev = np.ix_(np.arange(0, 2 * nb, 2), np.arange(0, 2 * nb, 2))
    h1 = sp.csr_matrix((P2 / (2 * m) - 0.5 * k * X2 + (b + c) * X2 @ X2)[ev])
    x2, I = sp.csr_matrix(X2[ev]), sp.identity(nb)
    k3 = lambda A, B, C: sp.kron(sp.kron(A, B), C, format='csr')
    H = k3(h1, I, I) + k3(I, h1, I) + k3(I, I, h1) + 2 * b * (k3(x2, x2, I) + k3(x2, I, x2) + k3(I, x2, x2))
    v0 = np.zeros(nb ** 3); v0[0] = 1.0
    return eigsh(H, k=1, which='SA', v0=v0 + 1e-3, ncv=30, tol=1e-12)[0][0]
n100, n111 = np.array([1.0, 0, 0]), np.ones(3) / np.sqrt(3)
curvature = lambda psi, n, d=0.01: 2 * (psi(d * n) / psi(np.zeros(3)) - 1) / d ** 2

print(f"cage: b = {b}, c = {c} Ha/bohr^4, V(centre) = {Vcage(0,0,0,0.03):.1f} Ha")
out = {}
for name, m, k, h, n in (("muon", m_mu, 0.03, 0.2, 15), ("proton", m_p, 0.03, 0.15, 16),
                         ("muon2", m_mu, 0.04, 0.2, 15)):
    f = lambda p: Vcage(*p, k)
    pos, Vmin, zh, curv = classical_site(f, (0.5, 0.6, 0.7), m)
    r0 = np.sqrt(k / (4 * (b + c / 3)))
    assert np.allclose(pos, r0 * n111, atol=1e-4) and abs(Vmin + k * k / (16 * (b + c / 3))) < 1e-9
    assert np.allclose(curv, [8 * c * r0 ** 2 / 3] * 2 + [2 * k], atol=1e-5)
    ps = np.sqrt(k / (8 * (b + c / 2))) * np.array([1.0, 1, 0])
    assert max(abs(f(ps + e) - f(ps - e)) for e in 1e-4 * np.eye(3)) < 1e-11
    assert np.sum(np.linalg.eigvalsh(hessian(f, ps)) < 0) == 1
    assert abs(f(ps) + k * k / (16 * (b + c / 2))) < 1e-12
    E, U, V, psi, x = cage(m, k, h, n)
    Eo, E1 = oscillator_basis(m, k), cage(m, k, h, n, px=-1)[0]
    assert abs(E - Eo) < 1e-8 and E1 > E and U.min() > -1e-6 * U.max()
    pred, c1, c3 = -2 * m * E / 3, curvature(psi, n100), curvature(psi, n111)
    assert max(abs(c1 - pred), abs(c3 - pred)) < 2e-3 * max(1, abs(pred))
    rs = np.linspace(0, 2, 401)
    ray = np.array([psi(r * n111) for r in rs])
    rms = np.sqrt(3 * np.sum(U ** 2 * x[:, None, None] ** 2))
    out[name] = dict(E=E, Eo=Eo, U=U, V=V, peak=rs[ray.argmax()], r0=r0, harm=Vmin + zh, Vs=f(ps), ray=ray)
    print(f"{name.rstrip('2')}, k = {k} Ha/bohr^2: r0 {r0:.4f} bohr, V_min {Vmin:.6f}, saddle {f(ps):.6f} Ha")
    print(f"  harmonic ZPE {zh:.6f}, V_min+ZPE {Vmin+zh:.6f}, grid ZPE {E-Vmin:.6f} Ha")
    print(f"  E0 grid {E:.8f}, oscillator {Eo:.8f} Ha = {E*eV*1e3:.1f} meV; T1u gap {E1-E:.6f} Ha")
    print(f"  psi''/psi: [100] {c1:.4f}, [111] {c3:.4f}, formula {pred:.4f} bohr^-2")
    print(f"  [111] peak {rs[ray.argmax()]:.3f} bohr, peak/centre density {(ray.max()/ray[0])**2:.3f}, rms r {rms:.4f} bohr")
mu, pr, mu2 = out["muon"], out["proton"], out["muon2"]
peaks = np.argwhere((mu["U"] == maximum_filter(mu["U"], size=3, mode='reflect')) & (mu["U"] > 1e-3 * mu["U"].max()))
assert mu["E"] > 0 and len(peaks) == 1 and not peaks.any() and np.all(np.diff(mu["ray"]) < 0)
assert pr["E"] < 0 and 0.3 < pr["peak"] < pr["r0"]
assert mu2["harm"] > 0 and mu2["Vs"] < mu2["E"] < 0 and 0.05 < mu2["peak"] < mu2["r0"]

Tmean = mu["E"] - np.sum(mu["U"] ** 2 * mu["V"])
slope = (cage(m_mu + 0.5, 0.03)[0] - cage(m_mu - 0.5, 0.03)[0]) / 1.0
assert abs(slope / (-Tmean / m_mu) - 1) < 1e-4
print(f"muon k = 0.03: <T> {Tmean:.6f} Ha, dE/dm {slope:.5e}, -<T>/m {-Tmean/m_mu:.5e} Ha/m_e")
m_star = brentq(lambda m: cage(m, 0.03)[0], 230, 700, xtol=1e-4)
assert abs(oscillator_basis(m_star, 0.03)) < 2e-8
cl, ch = [curvature(cage(s * m_star, 0.03)[3], n111) for s in (0.9, 1.1)]
assert cl < 0 < ch
print(f"merging mass m* = {m_star:.1f} m_e = {m_star/m_mu:.3f} m_mu")
print(f"  psi''/psi at 0.9 m*: {cl:.4f}, at 1.1 m*: {ch:.4f} bohr^-2")

errs = [abs(cage(m_mu, 0.03, h, n)[0] - mu["Eo"]) for h, n in ((0.5, 6), (0.4, 8), (0.3, 10))]
assert errs[2] < errs[0] * 0.6 ** 8
print("grid error at h = 0.5, 0.4, 0.3 bohr: " + ", ".join(f"{e:.1e}" for e in errs) + " Ha")
xf = (np.arange(20) - 9.5) * 0.3
Tf = kin(20, 0.3, m_mu)
Efull = solve(Tf, Tf, Tf, Vcage(*np.meshgrid(xf, xf, xf, indexing='ij'), 0.03))[0][0]
Efold = cage(m_mu, 0.03, 0.3, 10)[0]
assert abs(Efull - Efold) < 1e-10
print(f"h = 0.3 bohr: {xf.size**3} points {Efull:.9f}, folded {(xf.size//2)**3} points {Efold:.9f} Ha")
cap = 0.10
Ec, Uc, Vc, _, _ = cage(m_mu, 0.03, cap=cap)
upper = Ec + np.sum(Uc ** 2 * (Vc - np.minimum(Vc, cap)))
assert Ec + 1e-9 < mu["E"] < upper - 1e-9
print(f"cap {cap} Ha: lower {Ec:.8f}, uncapped {mu['E']:.8f}, upper {upper:.8f} Ha")
print(f"  fraction of grid points below cap: {np.mean(Vc < cap):.3f}")
print("all assertions hold")
```

Running it gives:

```
m_mu = 206.7683 m_e, m_p = 1836.1527 m_e, 1 Ha = 27.2114 eV
adiabatic model: k = 0.1, K = 0.2 Ha/bohr^2, M = 20 u = 36457.8 m_e
  omega = 0.021992 Ha, Omega = 0.002342 Ha, m/2M = 0.00284
  g = 0.0 Ha/bohr^4: BO 0.01216692, full 2D 0.01219507, BH 0.01219810 Ha
  g = 0.01 Ha/bohr^4: BO 0.01253755, full 2D 0.01256118, BH 0.01256364 Ha
wells: D_A = 0.12, D_B = 0.11 Ha, s_A = 1.0, s_B = 1.5, d = 6.0 bohr
  second-order residual / formula at m = 20000 m_e: 1.0069
  muon A terms: 0.036136 -0.002267 -0.000047 Ha
    series sum -0.086178, radial -0.086182 Ha
  muon B terms: 0.023065 -0.001008 -0.000015 Ha
    series sum -0.087957, radial -0.087958 Ha
muon, D_B = 0.11 Ha: V_A -0.120037, V_B -0.110000, saddle -0.012457 Ha
  harmonic ZPE A 0.036125, B 0.023065; grid ZPE A 0.033804, B 0.022042 Ha
  grid E_A -0.086233, E_B -0.087958, tail shift of A -5.07e-05 Ha
  A minus B: classical -273.1, harmonic 82.3, grid 46.9 meV
muon, D_B = 0.107 Ha: V_A -0.120036, V_B -0.107000, saddle -0.012244 Ha
  harmonic ZPE A 0.036126, B 0.022748; grid ZPE A 0.033805, B 0.021725 Ha
  grid E_A -0.086231, E_B -0.085275, tail shift of A -4.93e-05 Ha
  A minus B: classical -354.7, harmonic 9.3, grid -26.0 meV
proton, D_B = 0.11 Ha: V_A -0.120037, V_B -0.110000, saddle -0.012457 Ha
  harmonic ZPE A 0.012123, B 0.007740; grid ZPE A 0.011865, B 0.007626 Ha
  grid E_A -0.108172, E_B -0.102374, tail shift of A -4.08e-05 Ha
  A minus B: classical -273.1, harmonic -153.9, grid -157.8 meV
crossing mass, isolated wells: harmonic 353.3, series 297.7, radial 297.6 m_e
cage: b = 0.004, c = 0.008 Ha/bohr^4, V(centre) = 0.0 Ha
muon, k = 0.03 Ha/bohr^2: r0 1.0607 bohr, V_min -0.008437, saddle -0.007031 Ha
  harmonic ZPE 0.019291, V_min+ZPE 0.010854, grid ZPE 0.011682 Ha
  E0 grid 0.00324466, oscillator 0.00324466 Ha = 88.3 meV; T1u gap 0.007782 Ha
  psi''/psi: [100] -0.4473, [111] -0.4473, formula -0.4473 bohr^-2
  [111] peak 0.000 bohr, peak/centre density 1.000, rms r 0.9507 bohr
proton, k = 0.03 Ha/bohr^2: r0 1.0607 bohr, V_min -0.008437, saddle -0.007031 Ha
  harmonic ZPE 0.006474, V_min+ZPE -0.001964, grid ZPE 0.004499 Ha
  E0 grid -0.00393890, oscillator -0.00393890 Ha = -107.2 meV; T1u gap 0.000827 Ha
  psi''/psi: [100] 4.8211, [111] 4.8215, formula 4.8216 bohr^-2
  [111] peak 0.835 bohr, peak/centre density 4.066, rms r 0.9074 bohr
muon, k = 0.04 Ha/bohr^2: r0 1.2247 bohr, V_min -0.015000, saddle -0.012500 Ha
  harmonic ZPE 0.022275, V_min+ZPE 0.007275, grid ZPE 0.013288 Ha
  E0 grid -0.00171218, oscillator -0.00171218 Ha = -46.6 meV; T1u gap 0.006311 Ha
  psi''/psi: [100] 0.2359, [111] 0.2360, formula 0.2360 bohr^-2
  [111] peak 0.440 bohr, peak/centre density 1.023, rms r 1.0430 bohr
muon k = 0.03: <T> 0.006682 Ha, dE/dm -3.23163e-05, -<T>/m -3.23162e-05 Ha/m_e
merging mass m* = 380.2 m_e = 1.839 m_mu
  psi''/psi at 0.9 m*: -0.1045, at 1.1 m*: 0.1068 bohr^-2
grid error at h = 0.5, 0.4, 0.3 bohr: 1.1e-06, 1.9e-07, 6.9e-11 Ha
h = 0.3 bohr: 8000 points 0.003244657, folded 1000 points 0.003244657 Ha
cap 0.1 Ha: lower 0.00324314, uncapped 0.00324466, upper 0.00324513 Ha
  fraction of grid points below cap: 0.174
all assertions hold
```
